# Why inert blind holes return a cosine and long tubes do not

Of the molecules that an open tube twenty diameters long passes into a vacuum, 12.3 % leave within 10° of the axis. Close the far end with an inert bottom, look at what comes back out of the mouth, and the share within 10° is 3.0 %, which is the cosine-law value. The wall and the depth are the same in both cases. What differs is how brightly the wall is supplied with molecules along its length.

## What is claimed, and when

The example is a cylindrical via of diameter $d=100$ nm and depth $L=2000$ nm, so that $\ell=L/d=20$. The cosine law for its returning gas holds under these conditions:

- Molecules fly freely between surfaces.
- They arrive uniformly over the mouth, with the angular distribution of a gas at rest in equilibrium.
- The walls neither consume nor supply molecules on balance.
- Wall scattering turns cosine incidence into cosine departure.
- The flow is steady, or the return is summed over all times after a pulse.

Depth is not on the list. A shallow inert hole obeys the law as well as a deep one, and a deep hole fed by a collimated beam does not obey it.

Let $\theta$ be the angle from the mouth normal. The flux per unit area and solid angle is written $I\cos\theta$, where $I$ is the radiance. If $I$ is the same in all directions, the total flux is

$$j_0=\int_0^{\pi/2} I\cos\theta\,2\pi\sin\theta\,d\theta=\pi I ,$$

so equilibrium incidence has $I=j_0/\pi$. The integrand is $\pi I\,d(\sin^2\theta)$, so the share of a cosine distribution within an angle $\theta$ is $\sin^2\theta$, or 3.02 % at 10°. Below, radiance is quoted relative to $j_0/\pi$, and a cosine law means the value 1 at every angle.

## Why the blind hole returns a cosine

Radiance does not change along a free flight. An observer at the mouth who looks into the hole therefore sees, in each direction, the radiance of the surface point at the end of that line. The angular distribution is a picture of the wall flux, and a cosine law means that the picture is evenly bright.

Take diffuse walls first. Let $J(\mathbf r)$ be the flux striking the surface at $\mathbf r$. An inert wall in steady state re-emits all of it, with radiance $J/\pi$. Let $F_m(\mathbf r)$ be the chance that a molecule leaving $\mathbf r$ goes straight out of the mouth, and $K(\mathbf r,\mathbf r')\,dA'$ the chance that it next strikes $dA'$. The geometry of free flight is the same in both directions, so these quantities also weight what $\mathbf r$ receives:

$$J(\mathbf r)=j_0F_m(\mathbf r)+\int K(\mathbf r,\mathbf r')J(\mathbf r')\,dA' .$$

A molecule that leaves $\mathbf r$ must go somewhere, so $F_m+\int K\,dA'=1$. Inserting $J=j_0$ gives $j_0=j_0(F_m+\int K\,dA')$, which is true at every point.

No other solution exists. The difference $D$ of two solutions obeys $D=\int K D\,dA'$. Let $M$ be the largest value of $|D|$, reached at $\mathbf r_*$. Then

$$M\le\int K(\mathbf r_*,\mathbf r')|D(\mathbf r')|\,dA'\le M\,[1-F_m(\mathbf r_*)] .$$

If $\mathbf r_*$ sees the mouth, $F_m>0$ and $M=0$. If it does not, equality requires $|D|=M$ at all points visible from $\mathbf r_*$, and the argument moves on to them. Every point is joined to the mouth by some chain of flights, so the chain ends with $M=0$. The whole inner surface receives $j_0$, and the mouth shows $I=j_0/\pi$ at each of its points and in each direction. The hole's shape was not used.

Diffuse scattering is sufficient but not necessary. Let $P(\Omega'\to\Omega)$ be the probability density that a molecule arriving along $\Omega'$ leaves along $\Omega$, with both directions measured on the gas side. Reciprocity states that $P(\Omega'\to\Omega)\cos\theta'=P(\Omega\to\Omega')\cos\theta$. Under uniform incident radiance the departing flux is then proportional to

$$\int P(\Omega'\to\Omega)\cos\theta'\,d\Omega'=\cos\theta\int P(\Omega\to\Omega')\,d\Omega'=\cos\theta ,$$

because the last integral is the total probability. Uniform radiance therefore survives each reflection, and it remains a solution throughout the hole.

At $\ell=5$, walls that reflect half of all hits like a mirror returned 25.1 % of the molecules within 30°, against 25.0 % for a cosine. Walls that emit as the square of the cosine, whatever the incidence, violate the condition. At the same depth they returned 14.2 %.

## Why the open tube does not

With a vacuum beyond the exit, the wall flux must fall along the tube. To find it, measure lengths in diameters and consider a molecule that leaves the wall at angle $\psi$ from the axis, its projection on the cross-section making an angle $\varphi$ with the wall normal. The projected chord is $\cos\varphi$, so the molecule advances by $\cos\varphi\cot\psi$ before it hits again. Its cosine to the normal is $\sin\psi\cos\varphi$, and the solid angle is $\sin\psi\,d\psi\,d\varphi$. The chance of passing a cross-section at distance $x$ on one side is

$$F(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\!\!\cos\varphi\int_0^{\psi_m}\!\!\sin^2\psi\,d\psi\,d\varphi,\qquad \tan\psi_m=\frac{\cos\varphi}{x}.$$

Since $\sin^2\psi_m=\cos^2\varphi/(x^2+\cos^2\varphi)$ and $d\psi_m/dx=-\cos\varphi/(x^2+\cos^2\varphi)$, the probability density of the next hit is

$$K(x)=-F'(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\varphi}{(x^2+\cos^2\varphi)^2}\,d\varphi .$$

Put $a=x^2$ and expand the integrand as $1-2a/(a+\cos^2\varphi)+a^2/(a+\cos^2\varphi)^2$. The substitution $u=\tan\varphi$ gives $\frac1\pi\int d\varphi/(a+\cos^2\varphi)=[a(a+1)]^{-1/2}$, and minus its derivative in $a$ supplies the squared denominator, $(2a+1)/\{2[a(a+1)]^{3/2}\}$. Hence

$$K(x)=1-\frac{2x}{\sqrt{x^2+1}}+\frac{x(2x^2+1)}{2(x^2+1)^{3/2}}=1-\frac{x(x^2+\frac32)}{(x^2+1)^{3/2}} .$$

Integration, with $F\to0$ far away, gives

$$F(x)=\frac{x^2+\frac12}{\sqrt{x^2+1}}-x .$$

Let $w(x)$ be the wall flux divided by the flux entering the inlet. It is fed by the inlet and by the rest of the wall:

$$w(x)=F(x)+\int_0^\ell K(|x-x'|)\,w(x')\,dx' .$$

If gas entered at both ends, the source would be $F(x)+F(\ell-x)$ and the solution would be 1, as in the blind hole. By linearity $w(x)+w(\ell-x)=1$, so the middle value is 0.5. Far from the ends $F$ is small and $K$ is short-ranged and even. Expanding $w(x')$ about $x$ to second order leaves $w''\approx0$, a straight line. For $\ell=20$ the computed flux is 0.974 at the inlet end, 0.500 in the middle and 0.026 at the exit end.

Now look back into the exit at angle $\theta$, with $t=\tan\theta$. At a distance $y$ from the exit the lines of sight have shifted sideways by $q=yt$. Those still inside the tube fill the overlap of two discs of unit diameter offset by $q$, which is the fraction

$$O(q)=\frac2\pi\left[\arccos q-q\sqrt{1-q^2}\right],\qquad -O'(q)=\frac4\pi\sqrt{1-q^2},$$

for $q\le1$, and zero beyond. Lines that reach the inlet see radiance 1, and the others see the wall where they end. Averaged over the exit, the relative radiance is

$$T(\theta)=O(\ell t)+\int_0^{\min(1,\ell t)}w\!\left(\ell-\frac qt\right)\frac4\pi\sqrt{1-q^2}\,dq .$$

On the axis $T=1$: the observer sees the source gas itself. For $t>1/\ell$ no line reaches the inlet. Inserting the straight line $w(\ell-y)\approx w_e+(1-2w_e)y/\ell$, with $w_e$ the exit value, and using $\frac4\pi\int_0^1 q\sqrt{1-q^2}\,dq=\frac{4}{3\pi}$ gives

$$T(\theta)\approx w_e+(1-2w_e)\frac{4}{3\pi\,\ell\tan\theta} .$$

At 10° this is $0.026+0.948\times0.424/(20\times0.176)=0.140$, against 0.146 from the full integral. At the six angles compared, from 5° to 80°, the estimate is within about 5 % of the full value. Oblique lines end on the dim wall near the exit, and steeper views reach brighter wall farther in. This is the forward peak. The intensity $T\cos\theta$ falls to half its axial value at 2.4°.

The peak comes from removing oblique molecules, not from adding axial ones, since $T$ does not exceed its axial value of 1. Only 5.9 % of the entering gas is transmitted. In the limit $\ell\to0$, $O(\ell t)\to1$ at any fixed angle below 90°, and the cosine returns. The share of transmitted molecules within 10° is 5.4 % for $\ell=1$, 10.2 % for $\ell=5$ and 12.3 % for $\ell=20$.

## The tube pattern hidden in the blind hole

The two results meet if each molecule in the blind hole is labelled when it first touches the bottom. The bottom receives $j_0$ uniformly and emits it as a cosine, and everything it emits is labelled. For labelled molecules the bottom is therefore a source identical to the inlet of an open tube. The mouth is their exit to a vacuum, because no labelled molecule enters from outside. Their relative radiance at the mouth is $T(\theta)$. The total is 1, so molecules that never reached the bottom supply $1-T(\theta)$, a distribution with a dark centre.

Following 150 000 molecules through the blind hole, with diffuse walls, gave these relative radiances:

| $\theta$ (deg) | $T$ | touched | untouched | sum |
|---|---|---|---|---|
| 0–3 | 0.585 | 0.633 | 0.380 | 1.01 |
| 3–6 | 0.285 | 0.301 | 0.710 | 1.01 |
| 6–10 | 0.175 | 0.167 | 0.807 | 0.97 |
| 10–20 | 0.106 | 0.109 | 0.901 | 1.01 |
| 35–55 | 0.049 | 0.050 | 0.950 | 1.00 |

The column $T$ comes from the tube equation and the others from the histories. The sampling error of the sum is 0.05 in the first row and 0.004 in the last. A chi-square test of the labelled class against $T$ over the full angular range gives $p=0.44$, and the whole return against a cosine gives $p=0.87$, so neither shows a discrepancy. The untouched class also agrees with $1-T$, but its $p$ value in the output is somewhat too high: it counts seven degrees of freedom, although the nearly fixed number of untouched molecules leaves about six.

The labelled class is small: 5.98 % of the molecules, with a sampling error of 0.06 %, against a tube transmission of 5.95 %. Yet it supplies more than half of the radiance within 3°. The blind hole does produce a forward-peaked beam. The molecules that turned back earlier lack just that beam, and the sum is flat.

The same decomposition gives the opposite limit. If the bottom absorbs every molecule, the labelled class vanishes and the return is $1-T$, with zero radiance on the axis. An open tube returns the same pattern to its inlet side, since its far end also removes what reaches it.

## How many hits, and how long

The uniform wall flux fixes the mean number of surface hits per visit. It is the total rate of hits divided by the rate of entry:

$$\bar n=\frac{j_0(\pi dL+\pi d^2/4)}{j_0\,\pi d^2/4}=\frac{4L}{d}+1=81 .$$

The histories gave $81.7\pm0.7$. The median is only 5, so most molecules turn back near the mouth and a minority makes long excursions. Those that leave within 10° of the axis have made 285 hits on average, with a sampling error of about 7. Molecules leaving near the axis thus have longer histories on average, and this part of the return is the most easily lost.

The mean path follows in the same way. For molecules of speed $v$ and number density $n_v$, the path covered inside per unit time is $n_vVv$, with $V$ the hole's volume, and the entry rate is $n_vvA/4$, with $A$ the mouth area. The ratio is $4V/A=4L=8000$ nm, independent of speed. The histories gave 8071 nm.

With gas and walls at the same temperature, the number inside divided by the entry rate gives a mean time in flight of $4L/\bar v$. For a model molecule of 100 u at 500 K the mean speed is $\bar v=325$ m/s and the time is 25 ns.

## What breaks the law, and by how much

**Sticking.** If each hit removes a molecule with a small fixed probability $s$, a history of $n$ hits survives with weight $(1-s)^n\approx1-sn$. To first order the total return falls by $s\bar n$, and the return near the axis by $s$ times its own, larger mean. For $s=10^{-4}$ these estimates are 0.81 % overall and 2.9 % within 10°; the full weights give 0.78 % and 2.7 %. For $s=10^{-3}$ the losses are 5.6 % and 18.9 %. The values within 10° rest on only about 4500 histories, so their last digits are not firm. The sampling error is about 0.07 percentage points for both values at $s=10^{-4}$. At $s=10^{-3}$ it is about 0.5 for the full loss and 0.7 for the linear estimate. The overall losses are much better determined. They lie below the linear values of 8.1 % and 28.5 % because a few very long histories dominate the mean, and a molecule can be lost only once.

**Directed incidence.** A beam along the axis strikes the bottom first, so every returning molecule is labelled and no untouched class fills in the oblique directions. The share within 10° is then $13.2\pm0.5$ %. The tube value of 12.3 % would apply if molecules that fall back to the bottom struck it uniformly. The difference is slightly under two sampling errors of this run of 4000 histories. With 90 000 histories the share is $12.3\pm0.1$ %, so no difference from the tube value is visible.

**Drift of the chamber gas.** A drift of 1 m/s is 0.3 % of the mean molecular speed. For a drifting Maxwellian gas the incident radiance changes by up to about three times this ratio, here 0.9 %, in the direction of the drift.

**Gas-phase collisions.** At 0.1 Torr and a collision diameter of 0.6 nm the mean free path is 324 µm, giving about $8/324=0.025$ collisions per visit on average, but about 0.3 for a molecule that has touched the bottom, because its path is much longer. The tube pattern $T(\theta)$ neglects these collisions. They do not spoil the blind-hole law if gas and walls share one temperature: the hole then contains gas in equilibrium with the chamber, whose isotropic velocities give a cosine outflow at any density.

**Delay.** By about 2700 hits, 99.9 % of the molecules have left. This takes about 0.8 µs of flight. If each hit also holds the molecule for 0.11 µs, as a binding energy of 0.6 eV and an attempt rate of $10^{13}$ s⁻¹ imply at 500 K, the dwell adds about 300 µs. Before such a time has passed the return is incomplete, and the relative deficit is largest near the axis, where the histories are longest on average.

**Molecular size.** The molecule is 0.6 % of the hole diameter. Its centre moves in a slightly narrower hole, to which the same theorem applies.

## The model beside a real process

The dimensions, temperature and pressure are round values in the rough regime of atomic layer deposition in vias; the most demanding memory structures are considerably deeper relative to their width. The molecule is a model, not a particular precursor. The assumption that a real process breaks first is inertness. It can be good for a purge gas, or for a precursor on a wall that is already saturated. During the dose the unsaturated wall reacts, and effective sticking probabilities of $10^{-3}$ or more are plausible. At $10^{-3}$ over the whole wall, the model already loses about a fifth of the return within 10°. Dose steps last, very roughly, a tenth of a second or longer, so the delay of 300 µs is negligible for the assumed binding; it grows exponentially with binding energy.

## What to do about it

In a reactor-scale calculation, an array of inert holes under equilibrium incidence may be replaced by a flat, cosine-emitting surface as far as steady directions are concerned. The delay must be added separately if the process changes on that timescale. The replacement should not be used while the wall is reacting, or for directed species in etching.

Under equilibrium incidence, use $1-T(\theta)$ for a cylindrical hole whose side wall is inert and diffuse but whose bottom absorbs fully, and $T(\theta)$ for gas passing through an open cylindrical channel with inert, diffuse walls into a vacuum. Partly mirror-like walls change the transmitted pattern and its total amount: if half of all hits are specular, a tube with $\ell=20$ transmits about 15 % of the entering gas instead of 5.9 %.

In a particle simulation, do not cut histories off after a fixed number of hits without estimating the loss. A cutoff acts as a sink for long histories and darkens the centre of the return, as sticking does. An inert run with cosine incidence, uniform over the mouth, offers two checks with known answers: the mean number of hits must be $4L/d+1$ for a cylinder, and $\sin^2\theta$ of the returning molecules must be uniformly distributed. Possible causes of a deficit near the axis include a sink, a cutoff, entry points crowded towards the rim and a scattering rule that violates reciprocity. Such a rule can also produce an excess there. The numerical output below gives the remaining angular ranges and sampling errors.

## Computed values

```
Hole diameter 100 nm, depth 2000 nm, depth/diameter 20
Gas: 500 K, 0.1 Torr, 100 u, collision diameter 0.6 nm
Histories followed in the blind hole: 150000
Tube wall flux / inlet flux: inlet end 0.9740, middle 0.5000, exit end 0.0260
Tube transmission probability: 0.05945
Blind hole, fraction that touched bottom: 0.05981 +- 0.00061
Relative radiance by angle (1 = cosine law):
 range/deg  tube T  touched  untouched  whole return  +-
   0-  3   0.5846  0.6328   0.3797     1.0125        0.0493
   3-  6   0.2854  0.3013   0.7101     1.0113        0.0285
   6- 10   0.1745  0.1668   0.8068     0.9736        0.0186
  10- 20   0.1062  0.1085   0.9012     1.0097        0.0088
  20- 35   0.0686  0.0694   0.9268     0.9962        0.0056
  35- 55   0.0488  0.0495   0.9503     0.9998        0.0044
  55- 90   0.0356  0.0345   0.9668     1.0013        0.0045
Chi-square p, whole return against cosine: 0.867
Chi-square p, angle and mouth position jointly: 0.834
Chi-square p, touched against T: 0.437; untouched against 1-T: 0.733
Tube T at single angles, and straight-line estimate:
    5 deg: 0.2602, 0.2559
   10 deg: 0.1455, 0.1401
   20 deg: 0.0857, 0.0812
   40 deg: 0.0526, 0.0499
   60 deg: 0.0389, 0.0376
   80 deg: 0.0299, 0.0295
Largest relative error of that estimate here: 0.052
Tube beam, angle of half the axial intensity: 2.41 deg
Share within 10 deg, cosine law: 3.02 %
Share within 10 deg, tube length/diameter 1: 5.43 %
Share within 10 deg, tube length/diameter 5: 10.21 %
Share within 10 deg, tube length/diameter 20: 12.27 %
Share within 10 deg, blind-hole return: 2.98 %
Share within 10 deg, return of an axial beam: 13.2 % +- 0.5 %
Surface hits per visit: 81.72 +- 0.69, exact 81; median 5
Mean hits of molecules leaving within 10 deg: 285
Mean path per visit: 8071 nm, exact 8000 nm
Depth/diameter 5, half-specular wall: p against cosine 0.571
Depth/diameter 5, share within 30 deg: cosine 25.0 %, half-specular 25.1 %, cosine-squared wall 14.2 %
Sticking 1e-04 per hit: return lowered by 0.78 % overall, 2.7 % within 10 deg
Sticking 1e-03 per hit: return lowered by 5.64 % overall, 18.9 % within 10 deg
Mean molecular speed: 325.4 m/s; mean stay in flight 24.6 ns
Gas mean free path: 324 um; gas collisions per visit 0.0247
Hits by which 99.9 % have left: 2693; flight time about 0.83 us
Dwell per hit for 0.6 eV and 1e+13 /s: 0.112 us; total for those hits 301 us
Molecule size / hole diameter: 0.0060
Gas drift of 1 m/s / mean speed: 0.0031
```
